# Incoming-wave final states and photoelectron angular distributions in hydrogenic atoms: a numerical check

```python
# Photoionisation of a hydrogenic atom (Hartree units, dipole, first order).
# Under test: the outgoing wave driven by D=eps.r has amplitudes
#   A_l = -sqrt(2 pi/k) (-i)^l exp(+i sigma_l) R_l  (incoming-wave final states psi^-),
# the Cooper-Zare beta, beta=2 for s states, beta_2p = 16/(11+12 k^2/Z^2),
# and the tilt -atan(k/Z)/2 for 2p m=+1 with x-polarised light.
# k momentum, eta=-Z/k, sigma_l=arg Gamma(l+1+i eta), R_l=int u_kl r u_bound dr,
# u_kl=sqrt(2/(pi k)) F_l(eta,kr), intensity = mean*(1+beta P2(eps.khat)).
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, sqrt
from scipy.special import lpmv, loggamma, eval_legendre
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded
from scipy.constants import physical_constants as pc, alpha
EV = pc['Hartree energy in eV'][0]; MB = pc['Bohr radius'][0]**2/1e-22

def bound(name, Z):
    return {'1s': lambda r: 2*Z**1.5*r*np.exp(-Z*r),
            '2s': lambda r: Z**1.5/sqrt(2)*r*(1-Z*r/2)*np.exp(-Z*r/2),
            '2p': lambda r: Z**2.5/(2*sqrt(6))*r**2*np.exp(-Z*r/2),
            '3d': lambda r: 4*Z**3.5/(81*sqrt(30))*r**3*np.exp(-Z*r/3)}[name]
for nm in ('1s', '2s', '2p', '3d'):
    assert abs(quad(lambda r: bound(nm, 2.0)(r)**2, 0, 60, limit=200)[0]-1) < 1e-8
sigma = lambda l, k, Z: loggamma(l+1-1j*Z/k).imag

def outgoing(l, k, Z, r):  # asymptotic series of the outgoing solution, and d/dr
    eta, rho, t, w, dw = -Z/k, k*r, 1.0+0j, 0j, 0j
    for n in range(60):
        w += t; dw += t*(1j-(n+1j*eta)/rho)*k
        t *= (n+1j*eta-l)*(n+1j*eta+l+1)/(2j*(n+1)*rho)
        if abs(t) < 1e-15: break
    assert abs(t) < 1e-13
    ph = np.exp(1j*(rho-eta*np.log(2*rho)))
    return w*ph, dw*ph

def driven(name, l, k, Z):  # returns A_l, R_l, exp(2 i sigma_l), all from the ODE
    ub, rs, rm = bound(name, Z), 1e-3, 150.0/Z
    a = [1.0, -Z/(l+1)]
    for n in range(2, 8): a.append((-2*Z*a[-1]-k*k*a[-2])/(n*(n+2*l+1)))
    h = sum(c*rs**n for n, c in enumerate(a))
    dh = sum((n+l+1)*c*rs**(n-1) for n, c in enumerate(a))
    def f(r, y):
        p, s = k*k+2*Z/r-l*(l+1)/r**2, r*ub(r)
        return [y[1], 2*s-p*y[0], y[3], -p*y[2], y[2]*s]
    y = solve_ivp(f, (rs, rm), [0, 0, h, dh, 0], method='DOP853', rtol=1e-11, atol=1e-13).y[:, -1]
    w, dw = outgoing(l, k, Z, rm)
    A = (y[0]*y[3]-y[1]*y[2])/(w*y[3]-dw*y[2])
    al = (y[2]*np.conj(dw)-y[3]*np.conj(w))/(w*np.conj(dw)-dw*np.conj(w))
    return A, sqrt(2/(pi*k))*y[4]/(2*abs(al)), -(-1)**l*al/np.conj(al)

def radial_2p(k, Z):  # closed forms R_0, R_2
    eta, Q = -Z/k, k*k+Z*Z/4
    C0 = sqrt(2*pi*eta/np.expm1(2*pi*eta)); C2 = C0*sqrt((1+eta**2)*(4+eta**2))/30
    pre = Z**2.5/(2*sqrt(6))*sqrt(2/(pi*k))*np.exp(2*eta*np.arctan(2*k/Z))
    return pre*C0*k*4*Z/Q**3, pre*C2*k**3*120*Z/Q**4
def cooper_zare(l, Rm, Rp, d):
    return (l*(l-1)*Rm**2+(l+1)*(l+2)*Rp**2-6*l*(l+1)*Rm*Rp*np.cos(d))/((2*l+1)*(l*Rm**2+(l+1)*Rp**2))
amp = lambda l, k, Z, R, s=1: -sqrt(2*pi/k)*(-1j)**l*np.exp(1j*s*sigma(l, k, Z))*R

# ---- angular quadrature
def Y(l, m, x, ph):
    if m < 0: return (-1)**(-m)*np.conj(Y(l, -m, x, ph))
    return sqrt((2*l+1)/(4*pi)*factorial(l-m)/factorial(l+m))*lpmv(m, l, x)*np.exp(1j*m*ph)
xg, wg = np.polynomial.legendre.leggauss(16)
X, P = np.meshgrid(xg, np.arange(24)*2*pi/24, indexing='ij'); W = wg[:, None]*2*pi/24*np.ones_like(X)
ndot = lambda e: np.sqrt(1-X**2)*(e[0]*np.cos(P)+e[1]*np.sin(P))+e[2]*X
coef = lambda L, M, e, l, m: np.sum(W*np.conj(Y(L, M, X, P))*ndot(e)*Y(l, m, X, P))
def field(l, m, e, rad, x, ph):
    return sum(c*coef(L, M, e, l, m)*Y(L, M, x, ph) for L, c in rad.items() for M in range(-L, L+1))
def mean_beta(l, e, rad):
    I = sum(abs(field(l, m, e, rad, X, P))**2 for m in range(-l, l+1))
    mean = np.sum(W*I)/(4*pi); P2 = 1.5*ndot(e)**2-0.5
    b = 5*np.sum(W*I*P2)/(4*pi*mean)
    assert np.max(abs(I-mean*(1+b*P2))) < 1e-11*mean   # no other angular term
    return mean, b
ez, ex = (0, 0, 1.0), (1.0, 0, 0)
rng = np.random.default_rng(1)
for l in range(5):
    for m in range(-l, l+1):
        assert abs(coef(l+1, m, ez, l, m)-sqrt(((l+1)**2-m*m)/((2*l+1)*(2*l+3)))) < 1e-12
        assert abs(coef(l, m, ez, l, m)) < 1e-12 and abs(coef(l+3, m, ez, l, m)) < 1e-12
    Rm, Rp, sm, sp_ = rng.normal(size=4); e = rng.normal(size=3); e /= np.linalg.norm(e)
    for s in (1, -1):   # incoming and outgoing phases give the same beta
        rad = {l+1: (-1j)**(l+1)*np.exp(1j*s*sp_)*Rp}
        if l: rad[l-1] = (-1j)**(l-1)*np.exp(1j*s*sm)*Rm
        mean, b = mean_beta(l, e, rad)
        assert abs(b-cooper_zare(l, Rm, Rp, sp_-sm)) < 1e-11 and -1-1e-11 < b < 2+1e-11
        assert abs(4*pi*mean-(l*Rm**2+(l+1)*Rp**2)/3) < 1e-11
    I0 = abs(field(l, 0, ez, rad, np.array(1.0), 0.0))**2
    assert abs(4*pi*I0-abs((l+1)*Rp*np.exp(1j*sp_)-l*Rm*np.exp(1j*sm))**2/(2*l+1)) < 1e-11

# ---- symbolic algebra
ks, Zs, lam = sp.symbols('k Z lam', positive=True)
g, Q = sp.exp(-2*Zs/ks*sp.atan(ks/lam)), lam**2+ks**2
assert sp.simplify(((-sp.diff(g/Q, lam, 3)-4*Zs*g/Q**3)/g).subs(lam, Zs/2)) == 0
assert sp.simplify(((-sp.diff(120*g/Q**3, lam)-120*Zs*g/Q**4)/g).subs(lam, Zs/2)) == 0
qs = 4*(ks-sp.I*Zs)/(2*ks+sp.I*Zs); qc = 4*(ks+sp.I*Zs)/(2*ks-sp.I*Zs)
bs = sp.simplify((6*qs*qc-6*(qs+qc))/(3*(1+2*qs*qc)))
assert sp.simplify(bs-16/(11+12*ks**2/Zs**2)) == 0
assert sp.simplify(3*bs/(2-bs)-8*(Zs**2/8)/(ks**2/2+Zs**2/8)) == 0
b_thr, b_inf = sp.limit(bs, ks, 0), sp.limit(bs, ks, sp.oo)

# ---- mpmath: Laplace integral, radial quadrature, closed form of psi^-
k, Z = 0.5, 1.0; eta = -Z/k
rq, wq = np.polynomial.legendre.leggauss(120); rq, wq = 40*(rq+1), 40*wq
for l, Rc in zip((0, 2), radial_2p(k, Z)):
    J = sum(w*r**(2*l+1)*np.exp(-(0.7+1j*k)*r)*complex(mp.hyp1f1(l+1-1j*eta, 2*l+2, 2j*k*r)) for r, w in zip(rq, wq))
    assert abs(J/(factorial(2*l+1)*np.exp(2*eta*np.arctan(k/0.7))/(0.49+k*k)**(l+1))-1) < 1e-8
    Rq = sum(w*sqrt(2/(pi*k))*float(mp.coulombf(l, eta, k*r))*r*bound('2p', Z)(r) for r, w in zip(rq, wq))
    assert abs(Rq/Rc-1) < 1e-8
r, c = 6.0, 0.3
pw = [sum(1j**l*np.exp(-1j*s*sigma(l, k, Z))*sqrt(2/(pi*k))*float(mp.coulombf(l, eta, k*r))/r
          *(2*l+1)/(4*pi)*eval_legendre(l, c) for l in range(22)) for s in (1, -1)]
cf = complex(mp.sqrt(k/(8*pi**3))*mp.exp(-pi*eta/2)*mp.gamma(1-1j*eta)*mp.exp(1j*k*r*c)*mp.hyp1f1(1j*eta, 1, -1j*k*r*(1+c)))
assert abs(pw[0]/cf-1) < 1e-9 and abs(pw[1]/cf-1) > 0.05

# ---- driven ODE against the formulas
table = []
for kk, ZZ in [(0.25, 1.0), (0.5, 1.0), (1.0, 1.0), (2.0, 1.0), (4.0, 1.0), (1.0, 2.0)]:
    rad = {}
    for l, Rc in zip((0, 2), radial_2p(kk, ZZ)):
        A, R, S = driven('2p', l, kk, ZZ); rad[l] = A
        assert abs(R/Rc-1) < 1e-6 and abs(S-np.exp(2j*sigma(l, kk, ZZ))) < 1e-6
        assert abs(A/amp(l, kk, ZZ, Rc)-1) < 1e-6
    assert abs(-rad[2]/rad[0]-4*(kk-1j*ZZ)/(2*kk+1j*ZZ)) < 1e-5
    b = mean_beta(1, ez, rad)[1]; table.append((kk, ZZ, b))
    assert abs(b-16/(11+12*kk**2/ZZ**2)) < 1e-6
b_s = {nm: mean_beta(0, ez, {1: driven(nm, 1, k, Z)[0]})[1] for nm in ('1s', '2s')}
assert all(abs(v-2) < 1e-10 for v in b_s.values())
d1, d3 = driven('3d', 1, k, Z), driven('3d', 3, k, Z)
b3d = mean_beta(2, ez, {1: d1[0], 3: d3[0]})[1]
assert abs(b3d-cooper_zare(2, d1[1], d3[1], sigma(3, k, Z)-sigma(1, k, Z))) < 1e-6

# ---- damped problem (E+i delta-H)u=S in a closed box, delta -> 0; no outgoing condition imposed
h = 0.01; rg = h*np.arange(1, 250001); S = rg*bound('2p', Z)(rg); i0 = 9999
box, dens = {}, {}
for l in (0, 2):
    box[l] = dens[l] = 0
    for de, wt in ((0.008, 1/3), (0.004, -2.0), (0.002, 8/3)):
        Ec = k*k/2+1j*de; ab = np.full((3, rg.size), 0.5/h**2, complex)
        ab[1] = Ec-1/h**2+Z/rg-l*(l+1)/(2*rg**2)
        u = solve_banded((1, 1), ab, S.astype(complex))
        w, dw = outgoing(l, np.sqrt(2*Ec), Z, rg[i0])
        assert abs((u[i0+1]-u[i0-1])/(2*h*u[i0])-dw/w) < 1e-4   # purely outgoing
        box[l] += wt*u[i0]/w; dens[l] += -wt*h*np.sum(S*u).imag/pi
R0, R2 = radial_2p(k, Z); Rd = {0: R0, 2: R2}
for l in (0, 2):   # tolerance set by the O(h^2) grid and O(delta^3) extrapolation errors
    assert abs(box[l]/amp(l, k, Z, Rd[l])-1) < 2e-3 and abs(dens[l]/Rd[l]**2-1) < 2e-3
phi = np.arange(32)*2*pi/32
def tilt(rad):
    I = abs(field(1, 1, ex, rad, 0*phi, phi))**2
    return -np.angle(np.mean(I*np.exp(-2j*phi)))/2
inc = {l: amp(l, k, Z, Rd[l], 1) for l in Rd}; out = {l: amp(l, k, Z, Rd[l], -1) for l in Rd}
t0 = -np.arctan(k/Z)/2
assert abs(tilt(box)-t0) < 3e-3 and abs(tilt(inc)-t0) < 1e-10 and abs(tilt(out)+t0) < 1e-10
om = k*k/2+Z*Z/8; D = sigma(2, k, Z)-sigma(0, k, Z); beta = cooper_zare(1, R0, R2, D)
sig = 4*pi**2*alpha*om*(R0**2+2*R2**2)/9
mean_box, b_box = mean_beta(1, ez, box)
assert abs(2*pi*alpha*om*k*4*pi*mean_box/3/sig-1) < 4e-3 and abs(b_box-beta) < 3e-3
along = lambda x: sum(abs(field(1, m, ez, inc, np.array(x), 0.0))**2 for m in (-1, 0, 1))
ratio = along(1.0)/along(0.0)
assert abs(ratio-(1+Z*Z/om)) < 1e-9

print(f"H 2p: Z = {Z:.0f}, k = {k} a.u., eta = {eta:.4f}")
print(f"E = {k*k/2:.4f} Ha, Ip = {Z*Z/8:.4f} Ha, omega = {om:.4f} Ha = {om*EV:.4f} eV")
print(f"sigma_0 = {sigma(0,k,Z):.6f} rad, sigma_2 = {sigma(2,k,Z):.6f} rad")
print(f"sigma_2-sigma_0 = {D:.6f} rad, cos = {np.cos(D):.6f}, sin = {np.sin(D):.6f}")
C0 = sqrt(2*pi*eta/np.expm1(2*pi*eta))
print(f"C_0 = {C0:.6f}, C_2 = {C0*sqrt((1+eta**2)*(4+eta**2))/30:.6f}, N = {Z**2.5/(2*sqrt(6)):.6f} a.u.")
print(f"Q = {k*k+Z*Z/4:.4f} a.u., g = {np.exp(2*eta*np.arctan(2*k/Z)):.6f}")
print(f"R_0 = {R0:.6f} a.u., R_2 = {R2:.6f} a.u., R_2/R_0 = {R2/R0:.6f}")
print(f"R_0^2 = {R0**2:.6f}, R_2^2 = {R2**2:.6f} a.u.; box: {dens[0]:.4f}, {dens[2]:.4f} a.u.")
for l in (0, 2):
    print(f"A_{l}: formula {inc[l]:.5f}, damped box {box[l]:.4f}, psi+ would give {out[l]:.5f} a.u.")
print(f"q = -A_2/A_0 = {-inc[2]/inc[0]:.6f}")
print(f"beta numerator = {6*R2**2-12*R0*R2*np.cos(D):.6f}, denominator = {3*(R0**2+2*R2**2):.6f} a.u.")
print(f"beta = {beta:.6f}; damped box {b_box:.4f}; with psi+ {mean_beta(1, ez, out)[1]:.6f}")
print(f"alpha = {alpha:.9f}; cross section = {sig:.6f} bohr^2 = {sig*MB:.4f} Mb")
print(f"d-wave share of cross section = {2*R2**2/(R0**2+2*R2**2):.6f}")
print(f"I(0 deg)/I(90 deg) = {ratio:.6f}")
print(f"tilt, m=+1, x light: psi- {np.degrees(tilt(inc)):.3f} deg, box {np.degrees(tilt(box)):.2f} deg, psi+ {np.degrees(tilt(out)):.3f} deg")
print(f"psi- at r={r} bohr, cos={c}: partial waves {pw[0]:.7f}, closed form {cf:.7f} a.u.")
print(f"beta(1s) = {b_s['1s']:.8f}, beta(2s) = {b_s['2s']:.8f} at k = {k}")
print(f"3d at k = {k}: R_1 = {d1[1]:.6f}, R_3 = {d3[1]:.6f} a.u., beta = {b3d:.6f}")
print(f"beta_2p threshold = {b_thr} = {float(b_thr):.6f}, high-energy limit = {b_inf}")
for kk, ZZ, b in table:
    print(f"Z={ZZ:.0f} k={kk:.2f} a.u. E={kk*kk/2:.5f} Ha: beta ODE {b:.6f}, formula {16/(11+12*kk**2/ZZ**2):.6f}")
print("verified")
```

Output:

```
H 2p: Z = 1, k = 0.5 a.u., eta = -2.0000
E = 0.1250 Ha, Ip = 0.1250 Ha, omega = 0.2500 Ha = 6.8028 eV
sigma_0 = -0.129646 rad, sigma_2 = -2.022193 rad
sigma_2-sigma_0 = -1.892547 rad, cos = -0.316228, sin = -0.948683
C_0 = 3.544914, C_2 = 0.747333, N = 0.204124 a.u.
Q = 0.5000 a.u., g = 0.043214
R_0 = 0.564545 a.u., R_2 = 1.785249 a.u., R_2/R_0 = 3.162278
R_0^2 = 0.318711, R_2^2 = 3.187113 a.u.; box: 0.3185, 3.1865 a.u.
A_0: formula -1.98447+0.25873j, damped box -1.9846+0.2586j, psi+ would give -1.98447-0.25873j a.u.
A_2: formula -2.76066-5.69467j, damped box -2.7608-5.6953j, psi+ would give -2.76066+5.69467j a.u.
q = -A_2/A_0 = -1.000000-3.000000j
beta numerator = 22.947216, denominator = 20.078814 a.u.
beta = 1.142857; damped box 1.1429; with psi+ 1.142857
alpha = 0.007297353; cross section = 0.053560 bohr^2 = 1.4998 Mb
d-wave share of cross section = 0.952381
I(0 deg)/I(90 deg) = 5.000000
tilt, m=+1, x light: psi- -13.283 deg, box -13.28 deg, psi+ 13.283 deg
psi- at r=6.0 bohr, cos=0.3: partial waves -0.0044512-0.0412098j, closed form -0.0044512-0.0412098j a.u.
beta(1s) = 2.00000000, beta(2s) = 2.00000000 at k = 0.5
3d at k = 0.5: R_1 = 0.186097, R_3 = 0.875918 a.u., beta = 0.685393
beta_2p threshold = 16/11 = 1.454545, high-energy limit = 0
Z=1 k=0.25 a.u. E=0.03125 Ha: beta ODE 1.361702, formula 1.361702
Z=1 k=0.50 a.u. E=0.12500 Ha: beta ODE 1.142857, formula 1.142857
Z=1 k=1.00 a.u. E=0.50000 Ha: beta ODE 0.695652, formula 0.695652
Z=1 k=2.00 a.u. E=2.00000 Ha: beta ODE 0.271186, formula 0.271186
Z=1 k=4.00 a.u. E=8.00000 Ha: beta ODE 0.078818, formula 0.078818
Z=2 k=1.00 a.u. E=0.50000 Ha: beta ODE 1.142857, formula 1.142857
verified
```
